\section*{Sequential tunnelling through a spin-degenerate quantum-dot level with Coulomb blockade, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

A quantum dot has one orbital level of energy $\varepsilon$ that can hold an electron of either spin, $\sigma=\uparrow,\downarrow$. There is no magnetic field. A second electron on the level costs the extra Coulomb energy $U$. The dot is coupled by tunnel barriers to two leads $\alpha=L,R$, each in equilibrium at temperature $T$ with electrochemical potential $\mu_\alpha$:
\begin{align}
H &= \varepsilon\,(n_\uparrow+n_\downarrow)+U n_\uparrow n_\downarrow
+\sum_{\alpha k\sigma}\epsilon_{\alpha k}\,c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+H_T ,\\
H_T &= \sum_{\alpha k\sigma}\left(t_\alpha\,c^\dagger_{\alpha k\sigma}d_\sigma+t_\alpha^*\,d^\dagger_\sigma c_{\alpha k\sigma}\right),\qquad n_\sigma=d^\dagger_\sigma d_\sigma .
\end{align}
The amplitudes $t_\alpha$ and the lead densities of states per spin $\rho_\alpha$ do not depend on energy or spin. Define
\begin{equation}
\Gamma_\alpha=\frac{2\pi}{\hbar}|t_\alpha|^2\rho_\alpha,\qquad \Gamma=\Gamma_L+\Gamma_R,\qquad
f_\alpha=\frac{1}{1+e^{(\varepsilon-\mu_\alpha)/kT}} .
\end{equation}
Assume $\hbar\Gamma\ll kT$ and work to lowest order in the tunnelling (sequential tunnelling). ``Infinite $U$'' means that $\varepsilon+U$ lies many $kT$ above both $\mu_\alpha$. With $e>0$ the elementary charge, the bias is $eV=\mu_L-\mu_R$, the net number of electrons passing from $L$ to $R$ per unit time is $J$, and $I=eJ$.

\begin{enumerate}
\item[(a)] Set up the rate equation for infinite $U$, find its relaxation rates and its stationary solution.
\item[(b)] Find the stationary current for arbitrary $\mu_L$ and $\mu_R$.
\item[(c)] Find the linear conductance $G=dI/dV$ at $V=0$ as a function of $\varepsilon-\mu$. Give the position, height, width and area of the peak, and decide whether the position depends on the barrier asymmetry or on how the bias is divided between the leads.
\item[(d)] Explain the peak position in terms of the times the dot spends empty and occupied, and compare it with the point where the dot is occupied half of the time.
\item[(e)] Find the currents $J_+$ and $J_-$ when the level lies deep inside the bias window, for $V>0$ and $V<0$. Find the range of $J_+/|J_-|$ and express $\Gamma_L,\Gamma_R$ through the two currents.
\item[(f)] Find where the current steps lie when one electrochemical potential is swept through the level while the other is far from it.
\item[(g)] Repeat the peak position and the saturation currents for $U=0$, for a large Zeeman splitting, for the transition between one and two electrons, and for a bias window that holds both $\varepsilon$ and $\varepsilon+U$.
\item[(h)] Evaluate the results for the model parameters $T=100$~mK, $\Gamma_L=0.1$~ns$^{-1}$, $\Gamma_R=0.4$~ns$^{-1}$, $U=2$~meV, a gate with $\varepsilon=\varepsilon_0-\lambda eV_g$ and $\lambda=0.1$, and $V=\pm0.2$~mV applied symmetrically about $\varepsilon$. Estimate what the sequential-tunnelling approximation leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Rate equation and stationary state}

The isolated dot has four eigenstates: $|0\rangle$ with energy $0$, $|\sigma\rangle=d^\dagger_\sigma|0\rangle$ with energy $\varepsilon$, and $|2\rangle$ with energy $2\varepsilon+U$. The golden rule gives the rate for an electron to pass from lead $\alpha$ onto the empty dot with spin $\sigma$. The dot matrix element is $\langle\sigma|d^\dagger_\sigma|0\rangle=1$, the lead state $k$ must be filled, which happens with probability $f(\epsilon_{\alpha k}-\mu_\alpha)$, and energy conservation demands $\epsilon_{\alpha k}=\varepsilon$:
\begin{equation}
W^\alpha_{0\to\sigma}=\frac{2\pi}{\hbar}\sum_k|t_\alpha|^2 f(\epsilon_{\alpha k}-\mu_\alpha)\,\delta(\epsilon_{\alpha k}-\varepsilon)
=\frac{2\pi}{\hbar}|t_\alpha|^2\rho_\alpha f_\alpha=\Gamma_\alpha f_\alpha .
\end{equation}
The reverse process has the same squared matrix element and needs an empty lead state, so $W^\alpha_{\sigma\to0}=\Gamma_\alpha(1-f_\alpha)$. The sharp $\delta$ function is allowed because the lifetime width of the level, of order $\hbar\Gamma$, is small against the scale $kT$ on which the Fermi function varies.

The transition $\sigma\to2$ takes the energy $\varepsilon+U$ from the lead, so its rate is $\Gamma_\alpha f(\varepsilon+U-\mu_\alpha)\simeq\Gamma_\alpha e^{-(\varepsilon+U-\mu_\alpha)/kT}$. For infinite $U$ this vanishes, and $|2\rangle$, if it is ever occupied, empties at the rate $2\Gamma$. It is dropped, with an absolute error in the probabilities of the order of this exponential. The relative error of the small-bias conductance is small only while $\varepsilon$ lies well above $\mu-U/2$, where $\mu$ is the common electrochemical potential; further down, the tail of the next charge transition dominates.

Probabilities alone describe the dot. Off-diagonal elements of the dot density matrix between different charges do not arise, because the total electron number is conserved and the leads are in states diagonal in their number. Elements between $\uparrow$ and $\downarrow$ are the transverse components of the dot spin. The Hamiltonian is invariant under spin rotations, so these components cannot couple to the charge and decay in the same way as the longitudinal component found below.

The rates from the two leads add. With the weighted occupation
\begin{equation}
\bar f=\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\Gamma},\qquad 0<\bar f<1,
\end{equation}
the total rates are $\Gamma\bar f$ for $0\to\sigma$ and $\sum_\alpha\Gamma_\alpha(1-f_\alpha)=\Gamma(1-\bar f)$ for $\sigma\to0$. The rate equation is
\begin{align}
\dot P_\sigma&=\Gamma\bar f\,P_0-\Gamma(1-\bar f)\,P_\sigma ,\label{eq:ps}\\
\dot P_0&=-2\Gamma\bar f\,P_0+\Gamma(1-\bar f)\,(P_\uparrow+P_\downarrow).
\end{align}
The factor $2$ appears because the empty dot can be filled by either spin, while a dot holding spin $\sigma$ has one way to empty and blocks the other spin. The three right-hand sides sum to zero, so $P_0+P_\uparrow+P_\downarrow=1$ is conserved.

Let $N=P_\uparrow+P_\downarrow=1-P_0$ be the mean occupation and $M=P_\uparrow-P_\downarrow$ the spin polarization. The difference of the two equations \eqref{eq:ps} cancels the $P_0$ terms, and their sum doubles them:
\begin{align}
\dot M&=-\Gamma(1-\bar f)\,M,\\
\dot N&=2\Gamma\bar f(1-N)-\Gamma(1-\bar f)N=2\Gamma\bar f-\Gamma(1+\bar f)\,N .
\end{align}
The spin relaxes at $\Gamma(1-\bar f)$, the rate at which the electron leaves, since only its departure erases its spin. The charge relaxes at $\Gamma(1+\bar f)$, the sum of the filling rate $2\Gamma\bar f$ and the emptying rate $\Gamma(1-\bar f)$. Setting both derivatives to zero gives $M=0$ and
\begin{equation}
N=\frac{2\bar f}{1+\bar f},\qquad P_0=\frac{1-\bar f}{1+\bar f},\qquad P_\uparrow=P_\downarrow=\frac{\bar f}{1+\bar f}.
\label{eq:stat}
\end{equation}
At $V=0$ both leads have the same $\mu$. With
\begin{equation}
x=\frac{\varepsilon-\mu}{kT},\qquad y=e^{x},\qquad f=\frac1{1+y},\qquad 1-f=\frac{y}{1+y},\qquad 1+f=\frac{2+y}{1+y},
\end{equation}
one finds $P_0=y/(2+y)=1/(1+2e^{-x})$ and $P_\sigma=1/(2+y)=e^{-x}/(1+2e^{-x})$. This is the Gibbs distribution with the partition function $1+2e^{-x}$. Spin-flip scattering on the dot would add only to the decay rate of $M$, so at zero field it changes none of the stationary results.

\subsection*{(b) Stationary current}

Electrons cross the left barrier inward from the empty state, in two ways, and outward from either occupied state:
\begin{equation}
J=2\Gamma_Lf_L\,P_0-\Gamma_L(1-f_L)\,N .
\end{equation}
Inserting \eqref{eq:stat},
\begin{equation}
J=\frac{2\Gamma_L}{1+\bar f}\left[f_L(1-\bar f)-(1-f_L)\bar f\right]
=\frac{2\Gamma_L\,(f_L-\bar f)}{1+\bar f},
\end{equation}
because the products $f_L\bar f$ cancel. Further, $f_L-\bar f=(\Gamma f_L-\Gamma_Lf_L-\Gamma_Rf_R)/\Gamma=\Gamma_R(f_L-f_R)/\Gamma$, and $\Gamma(1+\bar f)=\Gamma_L(1+f_L)+\Gamma_R(1+f_R)$. Hence
\begin{equation}
J=\frac{2\,\Gamma_L\Gamma_R\,(f_L-f_R)}{\Gamma_L(1+f_L)+\Gamma_R(1+f_R)} .
\label{eq:J}
\end{equation}
The outward flow through the right barrier is $\Gamma_R(1-f_R)N-2\Gamma_Rf_RP_0=2\Gamma_R(\bar f-f_R)/(1+\bar f)$, and $\bar f-f_R=\Gamma_L(f_L-f_R)/\Gamma$ turns this into \eqref{eq:J} again, as charge conservation requires.

The signs fit together as follows. An electron in an electric potential $\phi_\alpha$ has energy $-e\phi_\alpha$, so $eV=\mu_L-\mu_R$ means $V=\phi_R-\phi_L$. For $V>0$ electrons flow from $L$ to $R$, the conventional current $I=eJ$ flows from $R$ to $L$, from high to low potential, and $I/V>0$.

The numerator of \eqref{eq:J} is that of two independent spin channels. The interaction sits in the denominator, which grows from $\Gamma$ to $2\Gamma$ as $\bar f$ goes from $0$ to $1$: near $\bar f=0$ the dot is mostly empty and both spin channels carry current, and near $\bar f=1$ one electron blocks the other and the current is that of a single channel.

\subsection*{(c) Linear conductance}

Let $\mu_L=\mu+\eta eV$ and $\mu_R=\mu-(1-\eta)eV$, where $\eta$ describes how the bias is divided. Since $f_\alpha$ depends on $\varepsilon-\mu_\alpha$,
\begin{equation}
f_L-f_R=-\frac{\partial f}{\partial\varepsilon}\,\big[\eta+(1-\eta)\big]eV+O(V^2)=f(1-f)\frac{eV}{kT}+O(V^2),
\end{equation}
where $-\partial f/\partial\varepsilon=y/[(1+y)^2kT]=f(1-f)/kT$ was used. The numerator of \eqref{eq:J} is already of first order in $V$, so the denominator is needed only at $V=0$, where it equals $\Gamma(1+f)$. The parameter $\eta$ has dropped out. A capacitive shift of $\varepsilon$ proportional to $V$ is equivalent to a change of $\eta$ and drops out with it. Then
\begin{equation}
G=G_0\,\frac{2f(1-f)}{1+f},\qquad G_0=\frac{e^2}{kT}\,\frac{\Gamma_L\Gamma_R}{\Gamma}.
\label{eq:G}
\end{equation}
The barriers enter only through $G_0$, which does not depend on $\varepsilon$, so the shape and position of the peak do not depend on their asymmetry.

In terms of $y$,
\begin{equation}
\frac{f(1-f)}{1+f}=\frac{y}{(1+y)^2}\,\frac{1+y}{2+y}=\frac{y}{(1+y)(2+y)}=\frac{y}{y^2+3y+2}=\frac{1}{e^{x}+3+2e^{-x}} .
\end{equation}
The two exponentials combine into one hyperbolic cosine. With $x_0=\tfrac12\ln2$, so that $e^{x_0}=\sqrt2$,
\begin{equation}
e^{x}+2e^{-x}=\sqrt2\left(\frac{e^{x}}{\sqrt2}+\sqrt2\,e^{-x}\right)=\sqrt2\left(e^{x-x_0}+e^{-(x-x_0)}\right)=2\sqrt2\cosh(x-x_0).
\end{equation}
Therefore
\begin{equation}
G=\frac{2G_0}{3+2\sqrt2\,\cosh\!\left(\dfrac{\varepsilon-\mu}{kT}-\dfrac{\ln2}{2}\right)} .
\label{eq:shape}
\end{equation}
The hyperbolic cosine is even and has its only minimum at zero argument. The peak is thus symmetric about its maximum, which lies at
\begin{equation}
\varepsilon-\mu=+\frac{kT}{2}\ln2 .
\label{eq:shift}
\end{equation}
The level is above the Fermi energy of the leads at the maximum. With $\varepsilon=\varepsilon_0-\lambda eV_g$ the peak appears at a gate voltage displaced by $\delta V_g=-kT\ln2/(2\lambda e)$ from the voltage at which $\varepsilon=\mu$, that is, towards the side with fewer electrons. A single trace of $G(V_g)$ does not show where $\varepsilon=\mu$ lies, and the line is symmetric, so the shift is seen as a motion of the peak proportional to $T$, provided $\mu$, $\varepsilon_0$ and $\lambda$ do not themselves change with $T$ and the rates do not change with the gate voltage across the peak. In a real dot the gate also acts on the barriers. If $\Gamma_L\Gamma_R/\Gamma\propto e^{\kappa\varepsilon}$, then $\ln G$ gains the slope $\kappa kT$ in $x$, while the line shape \eqref{eq:shape} gives it the curvature $-2\sqrt2/(3+2\sqrt2)$ at the maximum. To first order in $\kappa kT$ the peak therefore moves by a further $[1+3/(2\sqrt2)]\,\kappa(kT)^2=2.06\,\kappa(kT)^2$, of either sign. For $|\kappa|=1$~meV$^{-1}$ this is $0.15~\mu$eV at $100$~mK and $0.61~\mu$eV at $200$~mK, against $2.99$ and $5.97~\mu$eV from \eqref{eq:shift}, so this $T^2$ term has to be separated from the linear one.

The height follows from $\cosh0=1$ and $(3+2\sqrt2)(3-2\sqrt2)=9-8=1$:
\begin{equation}
G_{\max}=\frac{2G_0}{3+2\sqrt2}=2(3-2\sqrt2)\,G_0=0.3431\,G_0 .
\end{equation}
Half of this height is reached at $x=x_0\pm z$, where the denominator doubles:
\begin{equation}
3+2\sqrt2\cosh z=6+4\sqrt2\quad\Rightarrow\quad\cosh z=2+\frac{3}{2\sqrt2},
\end{equation}
so the full width at half maximum is $2\,\mathrm{arcosh}\,[2+3/(2\sqrt2)]\,kT=3.568\,kT$. For the area, $df/dx=-f(1-f)$, and $f$ runs from $1$ to $0$ as $x$ runs from $-\infty$ to $\infty$:
\begin{equation}
\int_{-\infty}^{\infty}G\,d\varepsilon=2G_0kT\int_0^1\frac{df}{1+f}=2\ln2\;G_0kT=1.386\;\frac{e^2\Gamma_L\Gamma_R}{\Gamma}.
\end{equation}
The area does not depend on temperature. It lies between the values $1$ and $2$ of the same unit that follow, with $\int_0^1df=1$, from the conductances of part (g) for one spin channel and for two independent ones.

\subsection*{(d) Dwell times and the factor one half}

The dot alternates between empty and occupied. The mean time it stays in a state is the inverse of the total rate out of it:
\begin{equation}
\tau_0=\frac{1}{2\Gamma\bar f},\qquad\tau_1=\frac{1}{\Gamma(1-\bar f)} .
\end{equation}
The number of fill-and-empty cycles per unit time is
\begin{equation}
\nu=\frac{1}{\tau_0+\tau_1}=\Gamma\left[\frac{(1-\bar f)+2\bar f}{2\bar f(1-\bar f)}\right]^{-1}=\frac{2\Gamma\bar f(1-\bar f)}{1+\bar f}.
\end{equation}
In each cycle the electron enters from lead $\alpha$ with probability $\Gamma_\alpha f_\alpha/(\Gamma\bar f)$ and leaves to lead $\beta$ with probability $\Gamma_\beta(1-f_\beta)/[\Gamma(1-\bar f)]$. The two choices are independent because the process has no memory. Cycles $L\to R$ count $+1$, cycles $R\to L$ count $-1$, and the others carry nothing:
\begin{equation}
J=\nu\,\frac{\Gamma_L\Gamma_R\,[f_L(1-f_R)-f_R(1-f_L)]}{\Gamma^2\bar f(1-\bar f)}=\nu\,\frac{\Gamma_L\Gamma_R}{\Gamma^2}\,\frac{f_L-f_R}{\bar f(1-\bar f)} .
\end{equation}
Inserting $\nu$ returns \eqref{eq:J}. In linear response the last factor is $eV/kT$, independent of $\varepsilon$, so
\begin{equation}
G=\frac{e^2}{kT}\,\frac{\Gamma_L\Gamma_R}{\Gamma^2}\,\frac{1}{\tau_0+\tau_1},\qquad
\tau_0=\frac{1+e^{x}}{2\Gamma},\qquad\tau_1=\frac{1+e^{-x}}{\Gamma}.
\label{eq:dwell}
\end{equation}
The conductance is largest where the equilibrium charge cycle is fastest. Raising the level lengthens the wait for an electron and shortens its stay. The sum is least where the two changes balance,
\begin{equation}
\frac{d}{dx}(\tau_0+\tau_1)=\frac{1}{\Gamma}\left(\tfrac12e^{x}-e^{-x}\right)=0\quad\Rightarrow\quad e^{2x}=2 .
\end{equation}
The degeneracy $2$ is shared between two exponentials that move in opposite directions, which gives the square root and the factor $\tfrac12$ in \eqref{eq:shift}.

The dot is occupied half of the time where $\tau_0=\tau_1$. Since $1+e^{-x}=(1+e^{x})e^{-x}$, the ratio is $\tau_1/\tau_0=2e^{-x}$, and equality holds at $x=\ln2$, where the free energy $\varepsilon-\mu-kT\ln2$ of the occupied doublet equals that of the empty state. The conductance peak lies halfway between $\varepsilon=\mu$ and this point. At the peak $\tau_1/\tau_0=\sqrt2$ and
\begin{equation}
N=\frac{2}{2+\sqrt2}=\frac{2(2-\sqrt2)}{4-2}=2-\sqrt2=0.586 .
\end{equation}

For infinite $U$, the rate equation has given the stationary current and a linear-conductance peak at $\varepsilon-\mu=\tfrac12kT\ln2$, independent of the barrier asymmetry and the division of the bias, and halfway between $\varepsilon=\mu$ and the point where the dot is occupied half of the time. The saturation currents, the current steps, the comparison cases and the numerical evaluation with the limits of the approximation remain.

Numbers in the example were calculated in double precision.
